Joint negative semidefiniteness of the density and kinetic-energy-density response

**Definitions and conventions**

Hartree atomic units are used. A meta-GGA energy depends on the density ρ and on the kinetic-energy density τ. For orthonormal orbitals φ_i with energies ε_i, occupations f_i between 0 and 1, and spin factor g (g = 2 for paired spins),

ρ(r) = g Σ_i f_i |φ_i(r)|²,  τ(r) = (g/2) Σ_i f_i |∇φ_i(r)|².  (1)

Differentiating the energy with respect to an orbital gives a generalized Kohn-Sham Hamiltonian with a local potential v and a mass-like field u = δE_xc/δτ:

H = v(r) − ½ ∇·[(1+u(r))∇],  1+u > 0.  (2)

The factor 1+u is a local inverse mass. Its positivity is an assumption: practical functionals need not respect it everywhere (SCAN and M06-L, evaluated on a LiH density, give 1+u < 0 at some points). The finite-basis proof below does not use it. Terms of E_xc that depend on ∇ρ contribute to v. Boundary terms are assumed to vanish, as they do for decaying or periodic orbitals.

The independent-particle response X gives the first-order change of n = (ρ,τ) when w = (δv,δu) is prescribed, without self-consistent feedback. The pairing of fields and densities is

⟨w,n⟩ = ∫ [δv ρ + δu τ] dr.  (3)

The occupations are f_i = f(ε_i−μ), where f is smooth and non-increasing. The claim is that ⟨w,Xw⟩ ≤ 0 for every real pair w, both at fixed chemical potential μ and at fixed electron number N. The proof is for a fixed finite orthonormal basis. Its formulas carry over to the continuum when the sums over states converge.

**The perturbation and its vertices**

Equation (2) is linear in v and u, so the perturbation is W = δv − ½∇·(δu∇). Integrating its second term by parts gives

W_ij = ∫ δv φ_i*φ_j dr + ½ ∫ δu ∇φ_i*·∇φ_j dr.  (4)

Define the vertices

G_ρ,ij(r) = φ_i*(r)φ_j(r),  G_τ,ij(r) = ½ ∇φ_i*(r)·∇φ_j(r).  (5)

With w_ρ = δv and w_τ = δu, equation (4) becomes W_ij = Σ_b ∫ w_b G_b,ij dr. The vertices that weight the fields are those that build the densities in (1). This conjugacy fixes the factor ½ and the sign of the mass term.

**Response of the density matrix**

The one-particle density matrix is P = f(H−μ). Consider first a power of H. The product rule, with the order of factors kept, gives

δ(Hⁿ) = Σ_{k=0}^{n−1} H^k W H^{n−1−k}.  (6)

Between eigenvectors of H, the geometric sum is

[δ(Hⁿ)]_ij = W_ij Σ_k ε_i^k ε_j^{n−1−k} = W_ij (ε_iⁿ−ε_jⁿ)/(ε_i−ε_j),  (7)

with the factor nε_i^{n−1} when ε_i = ε_j. By linearity, every polynomial obeys the same rule with its own divided difference. To reach a smooth f, choose polynomials that converge to f together with their first derivatives, uniformly on an interval containing the spectra of H+sW for |s| ≤ 1. By the mean-value theorem, the error of a divided difference is at most the largest error of the derivative. The derivatives with respect to s therefore converge uniformly, and the limit may be differentiated.

A change of μ replaces W by W−δμ. Hence

δP_ij = F_ij (W_ij − δμ δ_ij),  (8)

F_ij = (f_i−f_j)/(ε_i−ε_j), or f′_i when ε_i = ε_j.  (9)

Here f′_i is the slope df/dε at ε_i. Because f does not increase with energy, F_ij ≤ 0 for every pair. Degenerate levels need no separate treatment.

At fixed μ, δμ = 0. At fixed N, the trace of δP vanishes:

Σ_i f′_i (W_ii−δμ) = 0,  so δμ = Σ_i f′_i W_ii / S,  S = Σ_i f′_i.  (10)

For a gapped system at zero temperature, f can be replaced by a smooth non-increasing function equal to 1 on the occupied levels and 0 on the empty ones. All f′_i then vanish, and δμ drops out of (8).

**The two-by-two block response**

In terms of P, the densities are n_a(r) = g Σ_ij P_ij G_a,ji(r). Since G_a,ji = G_a,ij*, equation (8) yields

δn_a(r) = g Σ_ij F_ij G_a,ij*(r) (W_ij−δμ δ_ij).  (11)

Write d_a(r) = Σ_i f′_i G_a,ii(r). Then δμ = Σ_b ∫ d_b w_b dr / S, and the response kernel at fixed N is

X_ab(r,r′) = g Σ_ij F_ij G_a,ij*(r) G_b,ij(r′) − g d_a(r)d_b(r′)/S.  (12)

The last term is absent at fixed μ and in the gapped zero-temperature case. The choices a,b = ρ,τ give the four blocks. Exchanging i and j in the sum, with F_ij = F_ji, shows that X_ab(r,r′) = X_ba(r′,r). The same exchange shows that the kernel is real.

**Proof of the joint sign**

Multiply (11) by w_a(r), integrate and sum over a. Since the fields are real, the vertices combine into W_ij*:

⟨w,Xw⟩ = g Σ_ij F_ij W_ij* (W_ij−δμ δ_ij).  (13)

At fixed N, subtract g δμ Σ_i f′_i(W_ii−δμ), which is zero by (10). In the diagonal terms this replaces W_ii by W_ii−δμ. Therefore

⟨w,Xw⟩ = g Σ_ij F_ij |W_ij−δμ δ_ij|² ≤ 0.  (14)

At fixed μ the same expression holds with δμ = 0. This proves the claim.

The cross blocks are contained in the square, because W_ij is the sum of a potential part and a mass part. Negative semidefinite diagonal blocks alone would not suffice: the matrix with diagonal entries −1, −1 and off-diagonal entries 2 has the eigenvalue +1. Joint negativity bounds the coupling:

⟨δv,X_ρτ δu⟩² ≤ ⟨δv,X_ρρ δv⟩ ⟨δu,X_ττ δu⟩.  (15)

This follows because the quadratic form of (sδv,tδu) is nonpositive for all real s and t, so its two-by-two determinant cannot be negative.

**The same result from the free energy**

For Fermi occupations there is a second proof. At temperature T, with k the Boltzmann constant, let

A[v,u] = min_P g Tr{PH + kT[P ln P + (1−P)ln(1−P)]},  0 ≤ P ≤ 1,  g Tr P = N.  (16)

The functional is convex in P. Its stationarity condition, H−μ+kT ln[P/(1−P)] = 0, gives the Fermi function. For each fixed P, the expression is affine in (v,u), and a minimum of affine functions is concave. Because the functional is stationary in P, the first variation comes from H alone:

δA = g Tr(PW) = ∫ (ρ δv + τ δu) dr.  (17)

A second variation gives δ²A = ⟨w,Xw⟩, so concavity is the statement (14).

The argument uses the inverse mass as the variable. If the mass m = 1/(1+u) were varied linearly instead, u would have the second variation 2(δm)²/m³. The curvature of A would then gain the nonnegative term ∫ 2τ(δm)²/m³ dr, and concavity in m would not follow.

**Fields without a response**

The form (14) vanishes when each term does. For Fermi occupations at T > 0, every F_ij is strictly negative, so a null field at fixed N satisfies W = δμ·1. As a differential operator, W can be a constant only if δu = 0 and δv = δμ. A restricted orbital basis may admit further null fields, because it does not resolve every W.

At zero temperature with a gap, F_ij differs from zero only between occupied and empty states. A field is null when W has no matrix elements between the two sets. One example is

δv = v,  δu = 1+u,  so W = H.  (18)

It rescales all energies and leaves the orbitals unchanged. At finite temperature and fixed N, the same field changes the occupations, and (14) becomes g Σ_i f′_i(ε_i−δμ)².

For a single occupied, real, nodeless orbital φ, nullity requires Wφ = λφ with some constant λ. Any δu can be compensated by

δv = λ + ½ ∇·(δu∇φ)/φ.  (19)

The reason is visible in the densities. With ρ = gφ², one has ∇ρ = 2gφ∇φ and hence

|∇ρ|²/(8ρ) = 4g²φ²|∇φ|²/(8gφ²) = (g/2)|∇φ|² = τ.  (20)

Here τ is a functional of ρ and carries no independent information.

**Response of τ at fixed density**

For given δu, let δv adjust so that δρ = 0. In a finite-dimensional field space this requires

X_ρρ δv + X_ρτ δu = 0.  (21)

A solution exists. If X_ρρ a = 0, the form (14) vanishes for (a,0). For a negative semidefinite matrix this implies X(a,0) = 0, and so X_τρ a = 0. Every null vector of X_ρρ is thus orthogonal to the range of X_ρτ. With the pseudoinverse X_ρρ⁺, the resulting change of τ is

δτ = C δu,  C = X_ττ − X_τρ X_ρρ⁺ X_ρτ.  (22)

Since δρ = 0, the form reduces to ⟨δu,Cδu⟩ = ⟨w,Xw⟩ ≤ 0. The Schur complement C measures the freedom of τ that is not tied to ρ. By (20), it vanishes for one filled nodeless orbital, provided the space of potentials contains the compensating fields (19). In a smaller space, (21) cancels only the projection of δρ, and C is in general not zero.

**Long waves in the uniform electron gas**

For plane waves in a uniform gas with u = 0, a perturbation of nonzero wavevector q has the vertices 1 and ½k·(k+q). It has no diagonal elements, so δμ = 0. Let q → 0 at fixed T > 0. Then F → f′(ε), and the mass vertex tends to ε = k²/2. With the density of states D(ε) per volume, spin included, define

s_m = ∫ D(ε)[−f′(ε)] ε^m dε.  (23)

The response tends to a matrix with entries X_ρρ = −s_0, X_ρτ = −s_1 and X_ττ = −s_2. Its determinant is

s_0s_2 − s_1² = s_0² Var(ε),  (24)

where Var(ε) is the variance with weight D(−f′). At low temperature, D is nearly constant across the thermal window. The variance of −f′ is π²(kT)²/3, so the determinant is D(ε_F)²π²(kT)²/3 to leading order, with ε_F the Fermi energy. As T → 0 the matrix becomes singular, with the null field δv = −ε_F δu: the potential cancels the change of kinetic energy at the Fermi surface. These results take q → 0 first and need k_F q ≪ kT, with k_F the Fermi wavevector; at fixed q the determinant stays nonzero as T → 0.

**Consequences for mixing**

Let K be the matrix of second derivatives of the Hartree and exchange-correlation energy with respect to (ρ,τ), taken at self-consistency. It is symmetric but need not have a definite sign. A small input error e changes the fields by Ke and the output densities by XKe. Damped mixing adds α times the difference between output and input:

e_{m+1} = e_m + α(XK−1)e_m = (1−αJ)e_m,  J = 1−XK.  (25)

By (14), X = −B² with a real symmetric B. In finite dimension, the products B(BK) and (BK)B have the same characteristic polynomial, so

spectrum of J = spectrum of 1+BKB.  (26)

The matrix on the right is symmetric, and the eigenvalues λ of J are therefore real even when K is indefinite. For α > 0, the linearized iteration converges from every starting error if and only if |1−αλ| < 1 for all λ, that is,

λ_min > 0 and α < 2/λ_max.  (27)

If K is positive semidefinite, all λ ≥ 1. If λ_min < 0, an error along the corresponding eigenvector of J grows for every positive α. If λ_min = 0, such an error gives no difference between output and input to first order, and the linearized iteration leaves it unchanged.

The semidefiniteness of X is essential here. For X = diag(−1,1) and K with zero diagonal and unit off-diagonal entries, XK has the eigenvalues ±i.

Changing the relative unit of ρ and τ by a diagonal matrix R replaces X by RXR and K by R⁻¹KR⁻¹. The eigenvalues of X change, but their signs and the number of zeros do not. Since J becomes RJR⁻¹, its spectrum is unchanged.

**Where the occupation condition fails**

First-order Methfessel-Paxton smearing has, with x = (ε−μ)/σ and width σ,

f = ½ erfc(x) − x exp(−x²)/(2√π),  df/dx = −(3/2−x²) exp(−x²)/√π.  (28)

The slope is positive for x² > 3/2, so the proof does not cover this smearing. That alone does not show that X acquires a positive eigenvalue, but it can: on the ring described below, with σ = 0.1 hartree, the largest eigenvalue of X is +0.048 a.u. The real spectrum of J is then no longer guaranteed.

An inverted occupation gives a positive form explicitly. Number the levels from 0 and fill level 1 alone. On a lattice where φ_1 vanishes at no site, take δu = 0 and δv = φ_0/φ_1, with real orbitals. Then Wφ_1 = φ_0, so W_01 = 1 and all other W_1j vanish. The pairs (0,1) and (1,0) contribute equally, with F_01 = (0−1)/(ε_0−ε_1) > 0, and

⟨w,Xw⟩ = 2g/(ε_1−ε_0) > 0.  (29)

**A ring with variable mass**

The example is a lattice model with six electrons on a periodic ring of length 12 bohr. It has M = 24 points, spacing h = 0.5 bohr, g = 2 and kT = 0.10 hartree. The potential and the inverse mass vary smoothly around the ring. Densities live on the points and τ on the links. If c_l is an orbital amplitude with Σ_l c_l² = 1, then

ρ_l = (2/h) Σ_i f_i c_l,i²,  τ_{l+½} = (1/h) Σ_i f_i [(c_{l+1,i}−c_l,i)/h]².  (30)

The perturbation is W = diag(δv) + ½Dᵀdiag(δu)D, where D is the forward difference divided by h. This reproduces the conjugacy of (4) on the lattice, and the preceding matrix proof applies.

The response formula agrees with finite differences of rediagonalized densities to 5×10⁻⁹ a.u. in the largest element error. For comparison, the most negative eigenvalue of X is −1.217 a.u. The largest eigenvalue is zero to rounding and belongs to the constant potential. The next is −0.0150 a.u., so there is no other null field. In a separate test with a random field pair, the curvature of the free energy and the response form both give −0.211349 hartree.

For fields δv = V cos(2πx/L) and δu = U cos(2πx/L), where L is the ring length, the form is

⟨w,Xw⟩ = −4.1945 V² − 2(1.3103)VU − 0.6870 U²,  (31)

in hartree, with V in hartree and U dimensionless. The determinant is 4.1945×0.6870 − 1.3103² ≈ 1.165, which is positive as (15) requires. At fixed U, the form is largest for V = −(1.3103/4.1945)U = −0.312U. The remaining coefficient of U² is −0.6870 + 1.3103²/4.1945 = −0.278. Within this pair of cosine fields, the best potential thus reduces the magnitude of the U² coefficient by about 60 percent, from 0.687 to 0.278 hartree, but cannot remove it.

At zero temperature with three filled orbitals, two null directions are found: the constant potential and the field (18). At kT = 0.10 hartree, the latter has the form −0.320 hartree. With one filled orbital there are 25. This is M+1, because (19) leaves M values of δu and one λ free. The compensation also works at finite strength, since φ remains a positive eigenvector and hence the ground state while 1+u+δu > 0. A mass field that alone changes the density pair by up to 1.3×10⁻² a.u. changes it by 4×10⁻¹⁵ a.u. when compensated, which is rounding error.

For the inverted occupation, the levels −0.27595 and 0.08181 hartree give 4/0.35776 = 11.18 hartree⁻¹ in (29), in agreement with the computed form.

For mixing, a model contact kernel is used, with K_ρρ = 3.0 hartree bohr, K_ρτ = −0.5 bohr and K_ττ = −0.5 bohr/hartree. It represents no particular functional. Its eigenvalues, −0.570 and 3.070 a.u., have opposite signs, yet the spectrum of J is real and runs from 0.791 to 4.501. The value below 1 reflects the negative part of K. The damping limit is

α_limit = 2/4.50085 = 0.444.  (32)

At 0.95 of this limit, αλ_max = 1.90 and the predicted error factor per step is |1−1.90| = 0.90. At 1.05 of the limit it is |1−2.10| = 1.10. The nonlinear iteration, started from small random errors, gives 0.9000 and 1.1000, averaged over its last ten steps. After 80 steps the error has fallen to 2.6×10⁻⁵ of its initial size in the first case and grown by a factor of 201 in the second. These two totals depend on the overlap of the random start with the extreme mode and vary by more than a factor of ten between starts; the factors per step do not. The limit is a local one: it describes errors small enough for X and K to be treated as constant. The numerical output lists the remaining values.

Values computed for the example and the checks

```
grid points: 24; ring length: 12.0 bohr
electrons: 6; kT: 0.10 hartree
chemical potential: 0.39233 hartree
lowest five levels (hartree): [-0.27595  0.08181  0.25373  0.55651  0.6348 ]
their occupations per spin: [0.99875 0.95711 0.79994 0.16222 0.08131]
max |X formula - X finite difference|: 4.7e-09 a.u.
most negative joint eigenvalue: -1.21717 a.u.
largest joint eigenvalue: -3.3e-16 a.u.
second largest joint eigenvalue: -1.500e-02 a.u.
free-energy slope, difference: -0.586662 hartree
free-energy slope, densities: -0.586662 hartree
free-energy curvature, difference: -0.211349 hartree
free-energy curvature, response: -0.211349 hartree
cosine response vv: -4.19450 1/hartree
cosine response vu: -1.31034 (dimensionless)
cosine response uu: -0.68697 hartree
cosine determinant: 1.16451 (dimensionless)
Schur complement, lowest eigenvalue: -0.37233 hartree/bohr
Schur complement, highest eigenvalue: -1.64e-02 hartree/bohr
T=0, three orbitals, null directions: 2
T=0, one orbital, null directions: 25
one orbital, max |Schur complement|: 1.2e-16 hartree/bohr
thermal form for the field (v,1+u): -0.32017 hartree
hidden mass field, max density-pair change: 3.5e-15 a.u.
same field uncompensated, max change: 1.31e-02 a.u.
inverted occupation, quadratic form: 11.18072 1/hartree
inverted occupation, 4/(e1-e0): 11.18072 1/hartree
kernel rho-rho: 3.0 hartree bohr; rho-tau: -0.5 bohr
kernel tau-tau: -0.5 bohr/hartree
kernel eigenvalues (a.u.): [-0.57003  3.07003]
Jacobian eigenvalues: min 0.79085, max 4.50085
largest imaginary part found: 0.0e+00
damping limit 2/lambda_max: 0.44436
0.95 of limit: factor 0.9000, predicted 0.9000
1.05 of limit: factor 1.1000, predicted 1.1000
error ratio after 80 steps: 2.56e-05 and 2.01e+02
```
